# Cell-phase and atom-phase dynamical matrices, and the shift from q to q+G, part 2

A lattice vibration can be written as a wave in two ways, and we ask how each description changes when $\mathbf q$ is replaced by $\mathbf q+\mathbf G$. The crystal has lattice vectors $\mathbf R$ and atoms $s$ of mass $M_s$ with rest positions $\mathbf R+\boldsymbol\tau_s$ and displacements $\mathbf u_s(\mathbf R)$. The real $3\times3$ block $\Phi_{ss'}(\mathbf L)$ holds the force constants between atom $s$ in one cell and atom $s'$ in the cell displaced from it by $\mathbf L$. Their lattice sums have so far been assumed to converge absolutely.

In the **cell-phase convention** the wave is $\mathbf u_s(\mathbf R,t)=M_s^{-1/2}\mathbf c_s\,e^{i(\mathbf q\cdot\mathbf R-\omega t)}$, with $C(\mathbf q)c=\omega^2c$ and

$$
C_{ss'}(\mathbf q)=\frac1{\sqrt{M_sM_{s'}}}\sum_{\mathbf L}\Phi_{ss'}(\mathbf L)\,e^{i\mathbf q\cdot\mathbf L}.
$$

In the **atom-phase convention** it is $\mathbf u_s(\mathbf R,t)=M_s^{-1/2}\mathbf d_s\,e^{i(\mathbf q\cdot(\mathbf R+\boldsymbol\tau_s)-\omega t)}$, with

$$
D_{ss'}(\mathbf q)=\frac1{\sqrt{M_sM_{s'}}}\sum_{\mathbf L}\Phi_{ss'}(\mathbf L)\,e^{i\mathbf q\cdot(\mathbf L+\boldsymbol\tau_{s'}-\boldsymbol\tau_s)},\qquad D(\mathbf q)d=\omega^2d.
$$

Both matrices are hermitian. The diagonal matrix $T(\mathbf q)$, with $e^{i\mathbf q\cdot\boldsymbol\tau_s}$ in the three places belonging to atom $s$, is unitary and connects them:

$$
\boxed{D(\mathbf q)=T(\mathbf q)^\dagger\,C(\mathbf q)\,T(\mathbf q).}
$$

The eigenvectors obey $c=T(\mathbf q)\,d$, and the frequencies are equal.

The example is a chain along a line with lattice constant $a=6$ Å, atom 1 at $na$ and atom 2 at $na+\tau$, where $n$ is an integer and $\tau=2$ Å. The masses are $M_1=20$ u and $M_2=45$ u, the springs $K_1=50$ N/m inside the cell and $K_2=30$ N/m between cells, and $q=\tfrac14(2\pi/a)$, so $q\tau=30^\circ$. In units of N/(m u), $D_{11}=C_{11}=4$, $D_{22}=C_{22}=1.7778$, $C_{12}=-1.6667+1.0000\,i$ and $D_{12}=-1.9434+0.0327\,i$. The acoustic mode lies at 3.149 THz and the optical mode at 8.844 THz.

The first half began with a uniform translation of this chain by $u$. In the atom-phase convention, its displacement amplitudes are $(u,u)$ at $q=0$ and $(u,\;e^{-iG\tau}u)$ at $q=G=2\pi/a$.

## The same vibration labelled by q+G

The symbols are those of the first half. An atom $s$ of mass $M_s$ rests at $\mathbf R+\boldsymbol\tau_s$; $\Phi_{ss'}(\mathbf L)$ is the $3\times3$ block of force constants between atom $s$ and atom $s'$ a lattice vector $\mathbf L$ further on. The cell-phase matrix $C$ has the phase $e^{i\mathbf q\cdot\mathbf L}$ in its lattice sum and eigenvectors $c$; the atom-phase matrix $D$ has the phase $e^{i\mathbf q\cdot(\mathbf L+\boldsymbol\tau_{s'}-\boldsymbol\tau_s)}$ and eigenvectors $d$. With $T(\mathbf q)=\mathrm{diag}(e^{i\mathbf q\cdot\boldsymbol\tau_s})$,

$$
D(\mathbf q)=T(\mathbf q)^\dagger C(\mathbf q)T(\mathbf q),\qquad c=T(\mathbf q)d .
$$

The example is a chain with $a=6$ Å, atoms at 0 and $\tau=2$ Å, masses 20 u and 45 u, springs of 50 N/m inside the cell and 30 N/m between cells, and $q=\tfrac14(2\pi/a)$.

A reciprocal lattice vector $\mathbf G$ is defined by $e^{i\mathbf G\cdot\mathbf L}=1$ for every lattice vector $\mathbf L$. Replacing $\mathbf q$ by $\mathbf q+\mathbf G$ therefore leaves every term in the lattice sum of $C$ unchanged:

$$
\boxed{C(\mathbf q+\mathbf G)=C(\mathbf q).}
$$

An eigenvector of one matrix is an eigenvector of the other, because they are the same matrix. We may choose $c(\mathbf q+\mathbf G)=c(\mathbf q)$.

For $D$, use the relation to $C$ at the shifted wave vector. The exponentials in $T$ multiply, so $T(\mathbf q+\mathbf G)=T(\mathbf q)T(\mathbf G)$, and

$$
D(\mathbf q+\mathbf G)=T(\mathbf G)^\dagger\,T(\mathbf q)^\dagger C(\mathbf q)T(\mathbf q)\,T(\mathbf G).
$$

The product in the middle is $D(\mathbf q)$. Hence

$$
\boxed{D(\mathbf q+\mathbf G)=T(\mathbf G)^\dagger D(\mathbf q)T(\mathbf G),}
\qquad
D_{ss'}(\mathbf q+\mathbf G)=e^{-i\mathbf G\cdot(\boldsymbol\tau_s-\boldsymbol\tau_{s'})}D_{ss'}(\mathbf q).
$$

The position $\boldsymbol\tau_s$ is in general not a lattice vector, so these phases need not be 1. Let $D(\mathbf q)d=\omega^2d$. Then

$$
D(\mathbf q+\mathbf G)\,T(\mathbf G)^\dagger d=T(\mathbf G)^\dagger D(\mathbf q)\,T(\mathbf G)T(\mathbf G)^\dagger d=\omega^2\,T(\mathbf G)^\dagger d,
$$

because $TT^\dagger=1$. We may choose

$$
\boxed{d(\mathbf q+\mathbf G)=T(\mathbf G)^\dagger d(\mathbf q),}\qquad
\mathbf d_s(\mathbf q+\mathbf G)=e^{-i\mathbf G\cdot\boldsymbol\tau_s}\mathbf d_s(\mathbf q).
$$

The frequency is the same, and so is the motion. At the atom $s$ in cell $\mathbf R$ the wave with the new label is

$$
e^{i(\mathbf q+\mathbf G)\cdot(\mathbf R+\boldsymbol\tau_s)}\,e^{-i\mathbf G\cdot\boldsymbol\tau_s}\mathbf d_s(\mathbf q)
=e^{i\mathbf G\cdot\mathbf R}\,e^{i\mathbf q\cdot(\mathbf R+\boldsymbol\tau_s)}\mathbf d_s(\mathbf q)
=e^{i\mathbf q\cdot(\mathbf R+\boldsymbol\tau_s)}\mathbf d_s(\mathbf q).
$$

The wave $e^{i(\mathbf q+\mathbf G)\cdot\mathbf r}$ differs from $e^{i\mathbf q\cdot\mathbf r}$ between the atoms, where nothing moves, and at the atoms the amplitudes compensate for the difference. Both labels belong to one vibration.

In the chain, $G=2\pi/a$ and $G\tau=120^\circ$. The element $C_{12}$ is $-1.6667+1.0000\,i$ N/(m u) at $q$ and at $q+G$. The element $D_{12}$ is multiplied by $e^{-iG(0-\tau)}=e^{iG\tau}$. Its modulus stays at 1.9437 N/(m u), and its phase goes from $179.04^\circ$ to $299.04^\circ$, which is the same as $-60.96^\circ$. In Cartesian form it changes from $-1.9434+0.0327\,i$ to $0.9434-1.6994\,i$. Two matrices that look so different have the same eigenvalues.

With the first component real and positive, the eigenvectors are as follows.

| | acoustic | optical |
|---|---|---|
| $c(q)$ and $c(q+G)$ | $(0.5019,\;0.8650\,e^{i30.96^\circ})$ | $(0.8650,\;0.5019\,e^{-i149.04^\circ})$ |
| $d(q)$ | $(0.5019,\;0.8650\,e^{i0.96^\circ})$ | $(0.8650,\;0.5019\,e^{-i179.04^\circ})$ |
| $d(q+G)$ | $(0.5019,\;0.8650\,e^{-i119.04^\circ})$ | $(0.8650,\;0.5019\,e^{i60.96^\circ})$ |

From the second row to the third, the phase of the second component falls by $120^\circ$; for the optical mode $-299.04^\circ$ is written as $60.96^\circ$. Atom 1 is at the origin, so its factor in $T(G)$ is 1, and the choice of a real first component survives the shift.

The displacement ratio of the two atoms in one cell does not depend on the description. From $c$, the acoustic mode gives

$$
\frac{u_2}{u_1}=\sqrt{\frac{M_1}{M_2}}\,\frac{c_2}{c_1}=\frac23\cdot\frac{0.8650}{0.5019}\,e^{i30.96^\circ}=1.149\,e^{i30.96^\circ}.
$$

From $d(q)$ the wave supplies a further $q\tau=30^\circ$, and $0.96^\circ+30^\circ=30.96^\circ$. From $d(q+G)$ it supplies $(q+G)\tau=150^\circ$, and $-119.04^\circ+150^\circ=30.96^\circ$. The optical ratio is $0.387\,e^{-i149.04^\circ}$ in all descriptions.

The words "may choose" have a definite content. If $d$ is a normalized eigenvector, so is $e^{i\varphi}d$ for any real $\varphi$, and a numerical diagonalization at $\mathbf q+\mathbf G$ returns some phase of its own. The boxed rule then holds up to one common phase for all atoms. If several modes share a frequency, any unitary mixture of them is equally good, and separate diagonalizations may return different mixtures. This occurs, for example, in a cubic crystal with $\mathbf q$ along a fourfold axis $x$, when the reflections $y\to-y$ and $z\to-z$ are also symmetries. Take a mode that is odd under the first reflection and even under the second, such as a transverse acoustic mode of long wavelength, in which neighbouring atoms move almost together along $y$. A quarter turn about $\mathbf q$ carries it into a mode with the parities exchanged, which is orthogonal to it and has the same frequency. A mode with equal parities under the two reflections need not have such a partner, even if all its atoms move at right angles to $\mathbf q$. Without the mirror planes the rotation alone does not force the two frequencies to be equal.

A quantity free of these choices is the projector on the space of modes with a given frequency, $P=\sum_m d_md_m^\dagger$, where $m$ runs over an orthonormal set in that space. If $d_m$ is replaced by $\sum_nd_nU_{nm}$ with unitary $U$, then $P$ becomes $\sum_{nn'}d_n(UU^\dagger)_{nn'}d_{n'}^\dagger=P$. Since $T(\mathbf G)^\dagger$ maps the space at $\mathbf q$ onto the one at $\mathbf q+\mathbf G$,

$$
P_D(\mathbf q+\mathbf G)=T(\mathbf G)^\dagger P_D(\mathbf q)T(\mathbf G),\qquad P_C(\mathbf q+\mathbf G)=P_C(\mathbf q).
$$

What is lost when the phases are left out can be computed in the chain. Suppose that $d(q)$ is used unchanged at $q+G$. Its overlap with the proper eigenvector is, with $p_s=|d_s|^2$ and $p_1+p_2=1$,

$$
|d(q)^\dagger d(q+G)|=|p_1+p_2e^{-iG\tau}|=\sqrt{1-2p_1p_2(1-\cos G\tau)}.
$$

The square root follows from $p_1^2+p_2^2=1-2p_1p_2$. Here $p_1p_2=(0.5019\cdot0.8650)^2=0.188$ and $\cos G\tau=-\tfrac12$, so the overlap is 0.659 for both modes, where it should be 1.

The error also shows in the mean value of $\omega^2$. For a normalized vector $v$ and the matrix $D(q+G)$ it is

$$
v^\dagger Dv=|v_1|^2D_{11}+|v_2|^2D_{22}+2\,\mathrm{Re}(v_1^*D_{12}v_2).
$$

For the acoustic $d(q)$ the first two terms give $0.25185\cdot4+0.74815\cdot1.77778=2.337$ N/(m u). The modulus of the last term is at most $2\cdot0.50185\cdot0.86495\cdot1.94365=1.687$. With the matching matrix $D(q)$ the phase of $v_1^*D_{12}v_2$ is $179.04^\circ+0.96^\circ=180^\circ$, and the mean is $2.337-1.687=0.650$, the correct value. With $D(q+G)$ the phase is $-60.96^\circ+0.96^\circ=-60^\circ$, and the mean is $2.337+0.844=3.181$. Its square root corresponds to 6.97 THz in place of 3.15 THz. With the cell-phase matrix $C(q)$ the phase is $149.04^\circ+0.96^\circ=150^\circ$; the mean is $2.337-1.461=0.876$, corresponding to 3.66 THz. For the optical mode the same two mismatches give 6.29 THz and 8.65 THz in place of 8.84 THz.

None of these wrong values is the frequency of a mode at this $q$. Each comes from an average of $\omega^2$ over both modes, weighted by the content of each in the mismatched vector; the value in THz is the square root of that average divided by $2\pi$. The acoustic value is therefore too high and the optical value too low. The second mismatch is the milder one here because it rotates the phase by $q\tau=30^\circ$, and the first rotates it by $G\tau=120^\circ$.

The uniform translation with which the first half began is now a case of the rule. At $\mathbf q=0$ all atoms move alike, so $\mathbf d_s\propto\sqrt{M_s}\,\mathbf e$ with a fixed direction $\mathbf e$. At $\mathbf q=\mathbf G$ the same translation has

$$
\mathbf d_s(\mathbf G)\propto\sqrt{M_s}\,e^{-i\mathbf G\cdot\boldsymbol\tau_s}\,\mathbf e .
$$

For the chain, $\sqrt{20/65}=0.5547$ and $\sqrt{45/65}=0.8321$, so $d(0)=(0.5547,\;0.8321)$ and $d(G)=(0.5547,\;0.8321\,e^{-i120^\circ})$. The second vector looks like a motion of the atoms against each other, but it is a rigid shift with zero frequency.

For some crystals and some $\mathbf G$ the matrix $D$ does return to itself. The elementwise rule shows that this happens if $\mathbf G\cdot(\boldsymbol\tau_s-\boldsymbol\tau_{s'})$ is a multiple of $2\pi$ for all pairs of atoms. A pair whose block $D_{ss'}$ vanishes imposes no condition. In the chain $3G\tau=360^\circ$, so $D$ has the period $3G$. If $\tau/a$ were irrational, no multiple $mG$ with $m\neq0$ would do, since $mG\tau=2\pi m\tau/a$ would never be a multiple of $2\pi$. With one atom per cell the condition holds for every $\mathbf G$, and $D=C$.

Moving the origin by $\boldsymbol\delta$ changes every $\boldsymbol\tau_s$ to $\boldsymbol\tau_s+\boldsymbol\delta$. The matrix $D$ contains differences of positions and does not change. $T(\mathbf G)$ is multiplied by the number $e^{i\mathbf G\cdot\boldsymbol\delta}$, which cancels between $T^\dagger$ and $T$ in the rule for the matrix and amounts to a common phase in the rule for the eigenvectors.

The convention also decides whether the matrix is real at the points $\mathbf q=\mathbf G/2$, such as the zone edge $q=\pi/a$ of the chain. The force constants are real, so $C(-\mathbf q)=C(\mathbf q)^*$. At $\mathbf q=\mathbf G/2$ the vectors $\mathbf q$ and $-\mathbf q$ differ by $\mathbf G$, and periodicity gives $C(\mathbf G/2)=C(-\mathbf G/2)=C(\mathbf G/2)^*$: the matrix is real. The matrix $D(\mathbf G/2)$ equals this real matrix with the phases $e^{-i\mathbf G\cdot(\boldsymbol\tau_s-\boldsymbol\tau_{s'})/2}$ on its blocks, and it is complex unless these phases happen to be real wherever the blocks are nonzero.

Group velocities agree between the conventions, although the derivatives of the matrices do not. Let $q_\alpha$ be one component of $\mathbf q$ and $X_\alpha$ the diagonal matrix of the components $\tau_{s\alpha}$. Then $\partial T/\partial q_\alpha=iX_\alpha T$, and the product rule gives

$$
\frac{\partial D}{\partial q_\alpha}=T^\dagger\left(\frac{\partial C}{\partial q_\alpha}+i(CX_\alpha-X_\alpha C)\right)T .
$$

For a nondegenerate mode with $\omega>0$, differentiate $\omega^2=d^\dagger Dd$. The terms from the change of $d$ add up to $\omega^2\,\partial(d^\dagger d)/\partial q_\alpha=0$, so $2\omega\,\partial\omega/\partial q_\alpha=d^\dagger(\partial D/\partial q_\alpha)d$. With $c=Td$ the extra term contributes $i\,c^\dagger(CX_\alpha-X_\alpha C)c$. Acting with $C$ to the left in the first product and to the right in the second gives $i\omega^2(c^\dagger X_\alpha c-c^\dagger X_\alpha c)=0$. For the group velocity either matrix may be used, with its own eigenvectors. The agreement is limited to these diagonal elements: between two modes $m$ and $n$ the extra term gives $i(\omega_m^2-\omega_n^2)\,c_m^\dagger X_\alpha c_n$, so the elements of the derivative matrix between modes of different frequency depend in general on the convention.

In density functional perturbation theory the matrix can be computed on a regular grid of $N$ wave vectors and then transformed back to force constants, from which it can be interpolated to other wave vectors. For force constants of short enough range the inverse transformation is

$$
\Phi_{ss'}(\mathbf L)=\frac{\sqrt{M_sM_{s'}}}{N}\sum_{\mathbf q}C_{ss'}(\mathbf q)\,e^{-i\mathbf q\cdot\mathbf L}
=\frac{\sqrt{M_sM_{s'}}}{N}\sum_{\mathbf q}D_{ss'}(\mathbf q)\,e^{-i\mathbf q\cdot(\mathbf L+\boldsymbol\tau_{s'}-\boldsymbol\tau_s)} .
$$

It holds because the sum of $e^{i\mathbf q\cdot(\mathbf L'-\mathbf L)}$ over the grid is $N$ for $\mathbf L'=\mathbf L$ and zero for the other $\mathbf L'$ within range. A grid point may be replaced by an equivalent one, $\mathbf q+\mathbf G$. In the first form neither factor changes. In the second, $D_{ss'}$ gains $e^{i\mathbf G\cdot(\boldsymbol\tau_{s'}-\boldsymbol\tau_s)}$ and the exponential gains the inverse. If $D(\mathbf q)$ is instead copied unchanged to the point $\mathbf q+\mathbf G$, the phases do not cancel, and the force constants come out wrong, unless $\mathbf G$ is one of the vectors for which $D$ returns to itself (such as $3G$ in the chain).

There remains the assumption of absolutely convergent lattice sums. In a polar insulator the displaced ions carry dipoles, whose interaction falls off as the inverse cube of the distance, and the sum of its modulus over a three-dimensional lattice diverges. When $\mathbf q$ is not a reciprocal lattice vector (zero included), one can define the sum by multiplying each term by a damping factor such as $e^{-\eta|\mathbf L|}$ and letting $\eta$ go to zero at the end. For every $\eta>0$ the sum converges absolutely and all the steps above apply, because they use nothing but the phases. Wherever the limit exists, both transformation rules are inherited by it.

At $\mathbf q=0$ the limit of the matrix can depend on the direction from which the point is approached, and then there is no single $C(0)$ to compare with $C(\mathbf G)$. The rules must be applied along one direction. For a unit vector $\mathbf n$ and small $\varepsilon>0$,

$$
C(\mathbf G+\varepsilon\mathbf n)=C(\varepsilon\mathbf n),\qquad
D(\mathbf G+\varepsilon\mathbf n)=T(\mathbf G)^\dagger D(\varepsilon\mathbf n)T(\mathbf G),
$$

and these equations survive the limit $\varepsilon\to0$ at fixed $\mathbf n$. The matrix $T(\mathbf G)$ is fixed by the positions of the atoms and does not depend on the direction. The dependence on $\mathbf n$ at the point $\mathbf G$ is therefore the same as at the origin, carried over without change in $C$ and with the phases of the atoms in $D$.
